\section*{How a silica and hafnia stack divides an applied voltage}

\section{The problem}

An insulating stack lies between two flat conducting plates. It consists of a silica layer of thickness $t_1=7$~\AA\ and a hafnia layer of thickness $t_2=20$~\AA. The relative permittivity of hafnia is given as $\varepsilon_2=20$; that of silica is taken as $\varepsilon_1=3.9$. The total drop of voltage across the two layers is 1~V. What share of it falls across the silica?

The following assumptions define the model.
\begin{itemize}
\item The layers are wide compared with their thickness, so that all quantities depend on the coordinate $z$ normal to the layers alone.
\item Each layer is uniform and responds linearly, with one constant permittivity up to a sharp common interface.
\item There is no free charge inside the layers or at their interface, and no current flows.
\item The 1~V is the drop across the two insulators. In a transistor the gate voltage also contains the work-function difference and the drops in the semiconductor and in the gate, which have been taken off beforehand.
\end{itemize}

The algebra is in atomic units, in which the elementary charge $e$ and the constant $4\pi\varepsilon_0$ are both 1. The positive plate is at $z=0$, the silica fills $0<z<t_1$, the hafnia fills $t_1<z<t_1+t_2$, and the negative plate is at $z=t_1+t_2$. Let $U(z)$ be the potential energy of a positive elementary charge. It falls along $z$, and the field
\begin{equation}
F=-\frac{dU}{dz}
\end{equation}
is therefore positive. The total drop is $V=U(0)-U(t_1+t_2)$. Numbers are given in eV and \AA; a drop of 1~eV in $U$ is a drop of 1~V in the potential, so $V=1$~eV.

\section{A first estimate by scaling}

If the field were the same in both layers, the drops would be in the ratio of the thicknesses, and silica would take $7/27$, or 25.9 percent. But a dielectric weakens the field of given plate charges by a factor equal to its permittivity. Both layers lie between the same plates, so the field in each should scale as $1/\varepsilon$, and the drop, which is field times thickness, as
\begin{equation}
V_i\sim\frac{t_i}{\varepsilon_i}.
\label{scaling}
\end{equation}

Round figures are enough at this stage. The permittivity of hafnia is about 5 times that of silica, so the field in silica is about 5 times stronger. The hafnia is about 3 times thicker. Hence
\begin{equation}
\frac{V_1}{V_2}\approx\frac{5}{3},
\qquad
\frac{V_1}{V_1+V_2}\approx\frac{5}{5+3}=\frac58 .
\end{equation}
The estimate is that silica takes a little over 60 percent of the voltage. The stronger field more than makes up for the smaller thickness. What remains to be shown is that the scaling \eqref{scaling} holds with the same factor for both layers, and what the share is without the rounding.

\section{The exact solution of the model}

\subsection{The quantity common to both layers}

Gauss's law in atomic units, for a field along $z$, reads
\begin{equation}
\frac{dF}{dz}=4\pi(\rho_{\rm free}+\rho_{\rm bound}).
\end{equation}
The bound charge comes from the polarization $P$, the dipole moment per volume. Where $P$ grows along $z$, more positive charge has been shifted out of a thin slice on its far side than has entered on its near side, so $\rho_{\rm bound}=-dP/dz$. Moving this term to the left gives
\begin{equation}
\frac{d}{dz}\left(F+4\pi P\right)=4\pi\rho_{\rm free}.
\end{equation}
In a linear dielectric $P$ is proportional to $F$, and the relative permittivity is defined by
\begin{equation}
F+4\pi P=\varepsilon F,
\qquad\text{so that}\qquad
P=\frac{\varepsilon-1}{4\pi}F .
\label{pol}
\end{equation}
Therefore
\begin{equation}
\frac{d(\varepsilon F)}{dz}=4\pi\rho_{\rm free}.
\label{gauss}
\end{equation}

Between the plates $\rho_{\rm free}=0$, and $\varepsilon F$ has one value $D$ throughout the stack. This includes the interface: integrating \eqref{gauss} over a thin slice around $z=t_1$ gives zero on the right, so $\varepsilon F$ does not jump there. With $\varepsilon$ constant in each layer, the field is uniform in each layer, and
\begin{equation}
\varepsilon_1F_1=\varepsilon_2F_2=D .
\label{cont}
\end{equation}

The value of $D$ is set by the plates. Let the positive plate carry the free charge $\sigma$ per area on the face towards the silica. Inside the conductor the field is zero. Integrating \eqref{gauss} from inside the plate to just inside the silica gives
\begin{equation}
D-0=4\pi\sigma .
\label{plate}
\end{equation}
This confirms the argument used for the estimate: $F_i=4\pi\sigma/\varepsilon_i$, with the same $\sigma$ in both layers.

\subsection{The drops and the share}

Since the field is uniform in each layer, $U$ is a straight line there, and the drop is field times thickness:
\begin{align}
V_1&=F_1t_1=D\,\frac{t_1}{\varepsilon_1},\\
V_2&=F_2t_2=D\,\frac{t_2}{\varepsilon_2}.
\end{align}
It is convenient to write $a_i=t_i/\varepsilon_i$ for the thickness divided by the permittivity. The two drops add up to the total,
\begin{equation}
V=V_1+V_2=D(a_1+a_2)
\qquad\Longrightarrow\qquad
D=\frac{V}{a_1+a_2}.
\label{D}
\end{equation}
Inserting this $D$ in $V_1=Da_1$ and dividing by $V$ gives the share of the silica,
\begin{equation}
f=\frac{V_1}{V}=\frac{a_1}{a_1+a_2}
=\frac{t_1/\varepsilon_1}{t_1/\varepsilon_1+t_2/\varepsilon_2}.
\label{share}
\end{equation}
The plate charge has dropped out, and so has $V$: within the linear model the share is the same at every voltage.

\subsection{Numbers}

The two lengths are
\begin{equation}
a_1=\frac{7}{3.9}=1.795\ \text{\AA},
\qquad
a_2=\frac{20}{20}=1.000\ \text{\AA},
\end{equation}
and their sum is 2.795~\AA. The share is
\begin{equation}
f=\frac{1.795}{2.795}=0.642 .
\end{equation}
Silica takes 64 percent of the voltage, a drop of 0.642~eV for a positive elementary charge, or 0.642~V. Hafnia takes the remaining 0.358~eV.

The fields follow from $D=1/2.7949=0.3578$~eV/\AA:
\begin{equation}
F_1=\frac{0.3578}{3.9}=0.0917\ \text{eV/\AA},
\qquad
F_2=\frac{0.3578}{20}=0.0179\ \text{eV/\AA}.
\end{equation}
Their ratio is $20/3.9=5.13$. The digits of $D$ agree with those of the hafnia drop because $a_2$ happens to be 1~\AA; the two quantities have different units.

The silica field corresponds to 9.2~MV/cm, which is close to the roughly 10~MV/cm at which thick silica films break down. A real silica layer of 7~\AA\ also lets electrons tunnel through. The model contains neither effect, so its numbers describe the dielectric division of the voltage and do not show that a real stack would withstand it.

The share was also computed in two ways that do not use \eqref{share}. One solves the Poisson equation on a grid. The other treats the stack as charged planes in vacuum, as described in the next section, without assuming that $\varepsilon F$ is continuous. Both give a silica drop of 0.6422~eV, as the numerical output shows.

\section{Why the field changes at the interface}

The rule $\varepsilon_1F_1=\varepsilon_2F_2$ can be traced to charges. A uniformly polarized layer has no bound charge in its interior, but it has bound charge on its faces: $-P$ per area on the face at smaller $z$ and $+P$ on the other. The whole stack is then equivalent to three charged planes in vacuum, with charges per area
\begin{equation}
\sigma-P_1,\qquad P_1-P_2,\qquad P_2-\sigma
\end{equation}
at $z=0$, $t_1$ and $t_1+t_2$. Their sum is zero.

A plane with charge $q$ per area produces a field of size $2\pi q$ on each side, pointing away from it when $q>0$. In the silica the first plane lies to the left and contributes with a plus sign, while the other two lie to the right and contribute with a minus sign:
\begin{align}
F_1&=2\pi\left[(\sigma-P_1)-(P_1-P_2)-(P_2-\sigma)\right]\nonumber\\
&=2\pi\left[2\sigma-2P_1\right]=4\pi(\sigma-P_1).
\end{align}
In the hafnia the middle plane also lies to the left, and its sign is reversed:
\begin{align}
F_2&=2\pi\left[(\sigma-P_1)+(P_1-P_2)-(P_2-\sigma)\right]\nonumber\\
&=2\pi\left[2\sigma-2P_2\right]=4\pi(\sigma-P_2).
\end{align}
The field in each layer is that of the plates, reduced by the bound charge of that layer. Subtraction gives
\begin{equation}
F_2-F_1=4\pi(P_1-P_2),
\label{jump}
\end{equation}
so the bound charge at the interface accounts for the whole change of the field.

To find this charge, insert $F_i=4\pi\sigma/\varepsilon_i$ in \eqref{pol}:
\begin{equation}
P_i=\frac{\varepsilon_i-1}{4\pi}\,\frac{4\pi\sigma}{\varepsilon_i}
=\sigma\left(1-\frac1{\varepsilon_i}\right),
\end{equation}
and hence
\begin{equation}
P_1-P_2=\sigma\left(\frac1{\varepsilon_2}-\frac1{\varepsilon_1}\right).
\end{equation}
It is negative when $\varepsilon_2>\varepsilon_1$. Hafnia polarizes more strongly, so its negative face charge outweighs the positive face charge of the silica.

For numbers in eV and \AA\ each charge per area has to be multiplied by
\begin{equation}
k=\frac{e^2}{4\pi\varepsilon_0}=14.40\ \text{eV\,\AA},
\end{equation}
which is 1 in atomic units. Then $4\pi k=180.95$~eV\,\AA, and \eqref{plate} gives
\begin{equation}
\sigma=\frac{D}{4\pi k}=\frac{0.3578}{180.95}=0.001977\ e/\text{\AA}^2,
\end{equation}
about one elementary charge on every 500~\AA$^2$ of plate. The bound charge at the interface is
\begin{equation}
0.001977\left(\frac1{20}-\frac1{3.9}\right)=-0.000408\ e/\text{\AA}^2 .
\end{equation}
Multiplied by $4\pi k$ this is $-0.0738$~eV/\AA, which agrees with $F_2-F_1=0.0179-0.0917$~eV/\AA.

\section{The equivalent thickness}

A stack can be described by the thickness $t_{\rm eq}$ of a single silica film that would hold the same plate charge at the same voltage. For the stack, \eqref{plate} and \eqref{D} give $4\pi\sigma=V/(a_1+a_2)$. For the single film the same reasoning gives $4\pi\sigma=V\varepsilon_1/t_{\rm eq}$. Equating the two and solving for the thickness,
\begin{equation}
t_{\rm eq}=\varepsilon_1(a_1+a_2)=t_1+t_2\,\frac{\varepsilon_1}{\varepsilon_2}.
\end{equation}
Here this is
\begin{equation}
t_{\rm eq}=7+20\times\frac{3.9}{20}=10.9\ \text{\AA},
\end{equation}
or 1.09~nm. The 20~\AA\ of hafnia count as 3.9~\AA\ of silica.

The share can now be read in a second way. Multiplying numerator and denominator of \eqref{share} by $\varepsilon_1$ gives
\begin{equation}
f=\frac{t_1}{t_{\rm eq}}=\frac{7}{10.9}=0.642 .
\end{equation}
Once the hafnia is replaced by its equivalent in silica, the field is uniform over the whole equivalent film, and the voltage does divide by thickness. The same picture gives the silica field directly:
\begin{equation}
F_1=\frac{V_1}{t_1}=\frac{fV}{t_1}=\frac{V}{t_{\rm eq}} .
\label{f1}
\end{equation}
A smaller equivalent thickness at fixed voltage means more charge on the plates, and it also means a stronger field in the silica, in the same proportion.

The stored energy divides like the voltage. The energy per volume in a linear dielectric is $\varepsilon F^2/(8\pi)=DF/(8\pi)$. Multiplied by the thickness this is $DV_i/(8\pi)$ per area, and $D$ is common to both layers. The silica, with about a quarter of the thickness, therefore holds 64 percent of the stored energy, which includes the work of polarizing the layers.

\section{Comparison of the estimate with the exact result}

The estimate gave $5/8=0.625$ and the exact share is 0.642. The estimate is low by 0.017, or 2.7 percent of the exact value. Since \eqref{share} confirms the scaling law itself, the difference comes from the rounded ratios.

To follow it, write the ratio of the drops as
\begin{equation}
r=\frac{V_1}{V_2}=\frac{\varepsilon_2}{\varepsilon_1}\,\frac{t_1}{t_2}
=5.128\times0.35=1.795,
\qquad
f=\frac{r}{1+r}.
\end{equation}
The estimate used $5/3=1.667$ for $r$, which is 7.1 percent too low. Of the two roundings, replacing 5.128 by 5 lowers $r$ by 2.5 percent, and replacing $t_2/t_1=2.857$ by 3 lowers it by 4.8 percent. Both act in the same direction.

The error of the share is smaller than that of $r$. Differentiating,
\begin{equation}
\frac{df}{dr}=\frac{(1+r)-r}{(1+r)^2}=\frac1{(1+r)^2},
\end{equation}
and dividing by $f=r/(1+r)$,
\begin{equation}
\frac{df}{f}=\frac{1}{1+r}\,\frac{dr}{r}=(1-f)\,\frac{dr}{r}.
\label{sens}
\end{equation}
The last step uses $1-f=1/(1+r)$. With $1-f=0.358$, an error of 7.14 percent in $r$ becomes about 2.6 percent in $f$. This is the first-order value; the full difference is the 2.7 percent found above.

Equation \eqref{sens} also tells how firmly the 64 percent stands. Multiplying it by $f$ gives $df=f(1-f)\,dr/r=0.23\,dr/r$. A change of 10 percent in one thickness or one permittivity changes $r$ by about 10 percent, and so moves the share by about 2.3 percentage points. A 10 percent change of the value 3.9 chosen for silica or of the given value 20 for hafnia thus alters the second digit of the result. Real layers can depart further from these values, and then the first digit moves too: \eqref{share} gives 59 percent for $\varepsilon_2=16$, 69 percent for $\varepsilon_2=25$, and 54 percent if the thin oxide has $\varepsilon_1=6$ in place of the bulk 3.9.

\section{Limits of the formula}

When $\varepsilon_1=\varepsilon_2$, equation \eqref{share} reduces to the thickness share $t_1/(t_1+t_2)$, as it must for a single material. When $t_2\to0$ the silica takes the whole voltage, and when $t_1\to0$ it takes none.

When $\varepsilon_2\to\infty$ at fixed thicknesses, $a_2\to0$ and $f\to1$. The hafnia then behaves like a metal: it screens the field completely, and the silica field rises to $V/t_1=1/7=0.143$~eV/\AA. Raising the permittivity of the second layer at fixed voltage therefore puts more voltage on the silica.

Thickening the hafnia works the other way. The voltage is shared equally when $a_1=a_2$, that is at
\begin{equation}
t_2=t_1\,\frac{\varepsilon_2}{\varepsilon_1}=7\times5.128=35.9\ \text{\AA}.
\end{equation}
Below this thickness the silica has the larger drop, although the hafnia may be several times thicker.

A sharp interface is an idealization for a silica layer of 7~\AA, which is a few interatomic distances thick. If the permittivity varies gradually, \eqref{gauss} still makes $\varepsilon F$ uniform, and the drop between two planes $z_a$ and $z_b$ becomes
\begin{equation}
U(z_a)-U(z_b)=\int_{z_a}^{z_b}F\,dz=D\int_{z_a}^{z_b}\frac{dz}{\varepsilon(z)} .
\end{equation}
The lengths $a_i$ are then replaced by integrals of $1/\varepsilon$, and the share depends on where the boundary between the layers is drawn. This form still assumes a local permittivity, which is itself an approximation on the atomic scale.

\section{A second case: fixed charge at the interface}

Suppose that a fixed free charge $s$ per area sits at the interface. Integrating \eqref{gauss} across it now gives a jump,
\begin{equation}
\varepsilon_2F_2-\varepsilon_1F_1=4\pi s .
\end{equation}
Write $D_1=\varepsilon_1F_1$, so that $\varepsilon_2F_2=D_1+4\pi s$. The total drop is
\begin{equation}
V=D_1a_1+(D_1+4\pi s)a_2=D_1(a_1+a_2)+4\pi s\,a_2 ,
\end{equation}
which gives
\begin{equation}
D_1=\frac{V-4\pi s\,a_2}{a_1+a_2}.
\label{D1}
\end{equation}
The silica drop $V_1=D_1a_1$ is then
\begin{equation}
V_1=fV-4\pi s\,\frac{a_1a_2}{a_1+a_2}.
\label{fixed}
\end{equation}
A positive charge at the interface opposes the field that comes from the positive plate through the silica, and it strengthens the field in the hafnia beyond. The silica drop falls, and the hafnia drop rises by the same amount because $V$ is held fixed.

Take $s=0.0001\ e/\text{\AA}^2$, one elementary charge on every 10\,000~\AA$^2$. With the factor $k$ restored, $4\pi ks=0.0181$~eV/\AA, and the change of the silica drop is
\begin{equation}
-0.0181\times\frac{1.795\times1.000}{2.795}=-0.0116\ \text{eV}.
\end{equation}
The silica drop becomes 0.6306~eV, or 63 percent of the total. This value too is confirmed by the grid solution and by the charged planes.

The change does not depend on $V$, so the share is no longer the same at every voltage. At 1~V the correction is about one percentage point. At a total drop of 0.1~V the silica would take $0.0642-0.0116=0.0526$~eV, or 53 percent. According to \eqref{D1} its drop vanishes at $V=4\pi ks\,a_2=0.0181$~eV, and below that the field in the silica points the other way. The 64 percent thus requires an interface charge that is small on the scale set by the plate charge. It also requires that the interface carry no dipole layer. A dipole has no net charge and leaves $\varepsilon F$ continuous, but it makes $U$ fall by a step $\Delta$ at the interface. The two layers then share $V-\Delta$, and the silica drop is $f(V-\Delta)$: a step of 0.1~eV changes it by 0.064~eV. Such a step has to be taken off the 1~V beforehand, like the work-function difference.

A leakage current can also put charge at the interface. If the current densities $J_1$ and $J_2$ in the two layers differ, conservation of charge requires $ds/dt=J_1-J_2$, and charge collects at the interface until the currents are equal. The final division of the voltage is then set by the condition $J_1=J_2$, and in general it differs from \eqref{share}. The dielectric result applies at times too short for an appreciable charge to collect. A weaker leakage lengthens this time, but even a weak one can change the division if the voltage is held long enough. This argument applies to carriers that can come to rest at the interface, for example in traps. Electrons that tunnel directly through both layers give $J_1=J_2$ at any division of the voltage and deposit no interface charge, so for them the condition fixes nothing.

\section*{Table of computed values}
\begin{verbatim}
total drop across both layers: 1.000 eV
silica thickness t1: 7.0 angstrom
hafnia thickness t2: 20.0 angstrom
silica relative permittivity: 3.9 (no unit)
hafnia relative permittivity: 20.0 (no unit)
constant k = e^2/(4 pi eps0): 14.3996 eV angstrom
silica t1/eps1: 1.7949 angstrom
hafnia t2/eps2: 1.0000 angstrom
sum of t/eps: 2.7949 angstrom
silica share of thickness: 25.9 percent
silica share of voltage: 64.2 percent
hafnia share of voltage: 35.8 percent
silica drop, formula: 0.6422 eV
silica drop, charged planes: 0.6422 eV
silica drop, Poisson grid: 0.6422 eV
hafnia drop: 0.3578 eV
silica drop converted: 0.642 V
D = eps F, same in both layers: 0.3578 eV/angstrom
silica field F1: 0.09174 eV/angstrom
hafnia field F2: 0.01789 eV/angstrom
field ratio F1/F2: 5.128 (no unit)
plate charge: 0.001977 e/angstrom^2
interface bound charge: -0.000408 e/angstrom^2
equivalent silica thickness: 10.90 angstrom
equivalent thickness converted: 1.090 nm
chosen fixed interface charge: 0.000100 e/angstrom^2
change of silica drop by it: -0.0116 eV
silica drop with it: 0.6306 eV
\end{verbatim}
